# When a thin amorphous oxide film is preferred to its crystal

## 1. Two straight lines

Take an oxide film on a metal, and let the crystalline form fit the substrate without strain. Measure the amount of oxide by \(t\), the thickness it would have as an unstrained crystal. Turning the crystal into the amorphous solid costs a bulk free energy \(G>0\) per unit crystal volume. Suppose that it also lowers the combined energy of the film's two boundaries by \(S>0\) per area. The amorphous film then differs from the crystalline one by

\[
D(t)=\Omega_a-\Omega_c=Gt-S .
\]

The bulk cost grows with the amount of oxide and the boundary gain does not. Hence \(D<0\) for \(t<S/G\), and the amorphous film is preferred up to that thickness. With \(S=0.50\ \mathrm{J/m^2}\) and \(G=0.80\ \mathrm{J/m^2}\) per nm, the limit is \(0.62\) nm.

This argument leaves open what enters \(S\), and it ignores misfit. A misfitting crystal stores elastic energy and, when thick enough, relaxes by forming interface dislocations. Its interface energy then depends on thickness, which changes the size of the limit and can change whether an amorphous range exists.

## 2. What is compared

Both films have composition \(\mathrm{MO}_x\), are flat and laterally uniform, and contain \(n\) formula units per area. Temperature is fixed. Forming the film takes \(n\) metal atoms from the substrate and \(nx\) oxygen atoms from a reservoir, so for phase \(\varphi=a,c\)

\[
\Omega_\varphi=n\,(g_\varphi-\mu_M-x\mu_O)+\sigma_\varphi .
\]

Here \(g_\varphi\) is the bulk free energy per formula unit, \(\mu_M\) and \(\mu_O\) are the chemical potentials, and \(\sigma_\varphi\) collects the boundary energies relative to the bare substrate. At equal \(n\) the reservoir terms cancel:

\[
\Omega_a-\Omega_c=n(g_a-g_c)+\sigma_a-\sigma_c .
\]

With \(v_c\) the crystal volume per formula unit, put \(t=nv_c\), \(G=(g_a-g_c)/v_c\) and \(S=\sigma_c-\sigma_a\). This gives \(D=Gt-S\). The amorphous film of the same amount has thickness \(tv_a/v_c\), so comparing films of equal measured thickness would compare different amounts of oxide.

The oxygen potential can still act through \(S\). If \(\Gamma_\varphi\) is the excess oxygen per area at the boundaries, then \(\partial\sigma_\varphi/\partial\mu_O=-\Gamma_\varphi\), and \(\partial S/\partial\mu_O=\Gamma_a-\Gamma_c\). If the two phases differ in bulk composition, the cancellation fails and \(G\) depends on \(\mu_O\) too.

## 3. Boundary energies from surfaces and adhesion

Let \(\gamma_\varphi\) be the oxide surface energy, \(\gamma_s\) that of the bare substrate, and \(\gamma_{\varphi s}\) the interface energy. Covering the substrate creates an outer surface and an interface and removes the bare surface:

\[
\sigma_\varphi=\gamma_\varphi+\gamma_{\varphi s}-\gamma_s .
\]

The work of adhesion is the energy needed to separate the interface into two free surfaces, \(W_\varphi=\gamma_\varphi+\gamma_s-\gamma_{\varphi s}\). Thus \(\gamma_{\varphi s}-\gamma_s=\gamma_\varphi-W_\varphi\), and

\[
\sigma_\varphi=2\gamma_\varphi-W_\varphi,\qquad
S=2(\gamma_c-\gamma_a)+W_a-W_c .
\]

The factor 2 assumes that the outer surface and the surface exposed by separation have the same energy. If they differ, \(2\gamma_\varphi\) becomes the sum of the two.

The example uses round model parameters: \(\gamma_c=1.20\), \(\gamma_a=0.90\), \(W_c=1.60\) and \(W_a=1.50\), all in \(\mathrm{J/m^2}\). Then

\[
S=2(0.30)+1.50-1.60=0.50\ \mathrm{J/m^2}.
\]

The amorphous film adheres less strongly, yet has the lower total boundary energy. The interface energies differ by \(\gamma_{cs}-\gamma_{as}=0.30-0.10=0.20\ \mathrm{J/m^2}\); the outer surface supplies the other \(0.30\). Interface energy alone does not fix the limit.

Can a film a few layers thick be described by bulk and boundary terms? Consider atomic planes that attract with energy \(-Aq^k\) per area at a separation of \(k\) layers, \(0<q<1\). The internal energy of \(n_\ell\) planes is

\[
-A\sum_{k=1}^{n_\ell-1}(n_\ell-k)q^k
=-n_\ell A\sum_{k\ge1}q^k+A\sum_{k\ge1}kq^k
-A\sum_{k\ge n_\ell}(k-n_\ell)q^k .
\]

The first term is the bulk energy. The second is the energy of all bonds across a cut, \(2\gamma\), since \(k\) pairs at separation \(k\) cross it. Setting \(k=n_\ell+j\) turns the last term into \(-2\gamma q^{n_\ell}\). If attraction to the substrate decays at the same rate, the missing planes beyond \(n_\ell\) would have supplied a fraction \(q^{n_\ell}\) of the adhesion. The boundary energy is therefore

\[
2\gamma-W+(W-2\gamma)q^{n_\ell}.
\]

The correction decays exponentially in this model. For two such phases with a fast decay, \(q\approx0.08\), explicit plane sums change the preferred phase between 5 and 6 layers. Linear interpolation puts the crossing at \(5.64\) layers, in agreement with the bulk-plus-boundary formula. At so small a \(q\) the correction is negligible by five layers; with \(q\approx0.3\) it amounts to about a quarter of \(S\) at one layer and 7% at two. This supports the separation for short-range forces between planes at fixed spacings once \(q^{n_\ell}\ll1\); it does not cover long-range forces or structural relaxation in very thin films.

## 4. The cost of misfit

Let \(f>0\) be the magnitude of the misfit, equal in both in-plane directions. The amorphous film is taken as stress-free. A coherent crystal has in-plane strain of magnitude \(f\), and \(\sigma_c\) in \(S\) refers to this coherent state. Surface stress is neglected.

For an isotropic solid with Lamé constant \(\lambda\) and shear modulus \(C\), in-plane strain \(e\) and normal strain \(\varepsilon_z\) give the energy density

\[
u=\frac{\lambda}{2}(2e+\varepsilon_z)^2+C(2e^2+\varepsilon_z^2).
\]

The outer surface is free, so \(\varepsilon_z\) minimizes \(u\):

\[
\lambda(2e+\varepsilon_z)+2C\varepsilon_z=0,\qquad
\varepsilon_z=-\frac{2\lambda e}{\lambda+2C},\qquad
2e+\varepsilon_z=\frac{4Ce}{\lambda+2C}.
\]

Substitution gives

\[
u=2Ce^2+\frac{8\lambda C^2+4\lambda^2C}{(\lambda+2C)^2}e^2
=2Ce^2\,\frac{3\lambda+2C}{\lambda+2C}.
\]

With \(\lambda=2C\nu/(1-2\nu)\), where \(\nu\) is Poisson's ratio, the last fraction is \((1+\nu)/(1-\nu)\). Hence

\[
u=Me^2,\qquad M=\frac{2C(1+\nu)}{1-\nu}.
\]

For \(C=80\) GPa and \(\nu=0.25\), \(M=267\) GPa. One GPa equals \(1\ \mathrm{J/m^2}\) per nm of film.

Now let dislocations form at the interface, in two perpendicular arrays of spacing \(p\). Each line removes a length \(b\), so the remaining strain is \(e=f-b/p\). The line length per area is \(2/p\). With energy \(w\) per length, and line crossings neglected, the cost is

\[
\frac{2w}{p}=K(f-e),\qquad K=\frac{2w}{b}.
\]

For \(w=1.5\) nJ/m and \(b=0.30\) nm, \(K=10\ \mathrm{J/m^2}\). The crystal chooses the strain of lowest energy:

\[
R(t)=\min_{0\le e\le f}\left[Me^2t+K(f-e)\right].
\]

The derivative \(2Met-K\) vanishes at \(e=K/(2Mt)\). If this exceeds \(f\), the bracket falls throughout the allowed range and the minimum is at \(e=f\): the film stays coherent. The two regimes meet at \(t_m=K/(2Mf)\). Above it,

\[
R=\frac{K^2}{4Mt}+Kf-\frac{K^2}{2Mt}.
\]

Thus

\[
R(t)=\begin{cases}
Mf^2t, & t\le t_m,\\[2pt]
Kf-\dfrac{K^2}{4Mt}, & t>t_m.
\end{cases}
\]

The misfit energy first grows in proportion to thickness, like a bulk energy, and then saturates at \(Kf\), like an interface energy.

## 5. Why the amorphous range is one interval

The full difference is

\[
D(t)=Gt-S-R(t).
\]

For each fixed \(e\), the bracket defining \(R\) is a straight line in \(t\). At an intermediate thickness \(\theta t_1+(1-\theta)t_2\), with \(0\le\theta\le1\), it equals the weighted mean of its end values, which is at least \(\theta R(t_1)+(1-\theta)R(t_2)\). Minimizing over \(e\) preserves this inequality, so \(R\) is concave and \(D\) is convex. The set where \(D<0\) is therefore a single interval or empty. It is bounded above, because \(R\le Kf\) while \(Gt\) grows without limit.

The value \(D(0)=-S\) separates the cases. If \(S>0\), the interval starts at zero and has one upper end \(t^*\), the maximum thickness sought. If \(S<0\), the crystal is preferred at vanishing thickness, and an amorphous range needs a separate condition.

## 6. The maximum thickness for \(S>0\)

At the coherency limit \(Mf^2t_m=Kf/2\), so

\[
D(t_m)=Gt_m-S-\frac{Kf}{2}.
\]

If this is nonnegative, the crossing occurs while the crystal is coherent, and \((G-Mf^2)t=S\) gives

\[
t^*=\frac{S}{G-Mf^2}.
\]

If \(D(t_m)<0\), the crossing lies in the relaxed regime. With \(B=S+Kf\), multiplying \(D=0\) by \(t\) gives

\[
Gt^2-Bt+\frac{K^2}{4M}=0 .
\]

The quadratic is negative at \(t_m\), so \(t_m\) lies between its roots. The crossing beyond \(t_m\) is the larger root:

\[
t^*=\frac{B+\sqrt{B^2-GK^2/M}}{2G}.
\]

Since \(0<R(t^*)<Kf\), the equation \(Gt^*=S+R(t^*)\) yields

\[
\frac{S}{G}<t^*<\frac{B}{G}.
\]

The lower bound ignores misfit; the upper one treats the crystal as fully relaxed.

Two limits show the role of dislocations. For \(K\to0\), misfit is relieved at no cost and \(t^*\to S/G\). For \(K\to\infty\), the crystal remains coherent; then \(t^*=S/(G-Mf^2)\) if \(G>Mf^2\), while for \(G\le Mf^2\) the amorphous film is preferred at every finite thickness. Relaxation is what restores an upper limit in the latter case.

**Numbers.** Take a bulk penalty of \(0.20\) eV per formula unit, \(v_c=0.040\ \mathrm{nm^3}\) and \(f=0.04\). Then \(G=0.801\ \mathrm{J/m^2}\) per nm, \(t_m=0.469\) nm and \(B=0.50+0.40=0.90\ \mathrm{J/m^2}\). At \(t_m\),

\[
D(t_m)=0.801(0.469)-0.50-0.20=-0.32\ \mathrm{J/m^2},
\]

so the relaxed formula applies. With \(K^2/M=0.375\ \mathrm{J/m^2\,nm}\),

\[
t^*=\frac{0.90+\sqrt{0.81-0.801(0.375)}}{2(0.801)}\ \mathrm{nm}
=1.01\ \mathrm{nm}.
\]

This lies between the bounds \(0.62\) and \(1.12\) nm. With \(v_a=0.046\ \mathrm{nm^3}\), the amorphous film is \(1.16\) nm thick; both films contain about 25 formula units per \(\mathrm{nm^2}\). At the crossing the bulk penalty, \(0.807\ \mathrm{J/m^2}\), balances \(S=0.500\) plus a misfit energy of \(0.307\). The crystal retains a strain of \(0.019\), with dislocations about 14 nm apart.

## 7. How firm is the number?

Differentiate \(D(t^*)=0\) with respect to \(S\) at fixed \(G,K,M,f\). Since \(\partial D/\partial S=-1\) and \(\partial D/\partial G=t\),

\[
\frac{\partial t^*}{\partial S}=\frac{1}{D'(t^*)},\qquad
\frac{\partial t^*}{\partial G}=-\frac{t^*}{D'(t^*)} .
\]

In the example \(D'(t^*)=G-K^2/(4Mt^{*2})\approx0.71\ \mathrm{J/m^2}\) per nm. To first order, an error of \(0.1\ \mathrm{J/m^2}\) in \(S\) shifts \(t^*\) by about \(0.14\) nm. The same derivative gives the response to oxygen potential, \(\partial t^*/\partial\mu_O=(\Gamma_a-\Gamma_c)/D'(t^*)\), if the other parameters do not depend on \(\mu_O\).

The constant line energy is another approximation. The elastic field of an isolated dislocation extends further as the film thickens. A simple estimate for lines that do not interact, for \(t\ge b\), is

\[
w(t)=\frac{Cb^2}{4\pi(1-\nu)}\left[1+\ln\frac{t}{b}\right].
\]

For fixed \(e\) the crystal's misfit energy is now concave in \(t\), and a minimum of concave functions is concave. The single-interval result therefore survives for \(t\ge b\). The limit moves from \(1.01\) to \(1.05\) nm, a change of about 4% relative to the constant-\(w\) value. Near the crossing this \(w(t)\) exceeds \(1.5\) nJ/m, which makes the crystal costlier and the amorphous range longer.

This 4% understates the uncertainty. The isolated-line form needs \(x=4\pi t/p\ll1\), whereas \(x\approx0.9\) at the crossing. The term \(Me^2t\) already contains the mean field of the array, so \(w\) should hold only the nonuniform part. For a periodic array of edge dislocations under a free surface, in a homogeneous isotropic solid and with the same core constant, the bracket becomes

\[
\frac12+\ln\frac{p}{4\pi b}+\ln\left(1-\exp(-x)\right)+\frac{x}{\exp(x)-1}-\frac{x^2\exp(x)}{2\left(\exp(x)-1\right)^2},
\]

which reduces to \(1+\ln(t/b)\) as \(x\to0\). Minimizing over \(p\) then gives \(w\approx0.75\) nJ/m, \(p\approx8\) nm and \(t^*\approx0.86\) nm, about 14% below the constant-\(w\) value. The constant \(w\) is best read as an effective energy per line within the array, and the treatment of the line energy leaves \(t^*\) uncertain by more than \(0.1\) nm in this example.

## 8. When the coherent crystal has the lower boundary energy

Let \(S<0\), so that \(D(0)>0\). The slope of \(D\) is \(G-Mf^2\) in the coherent regime and \(G-K^2/(4Mt^2)\) above it. If \(G\ge Mf^2\), the slope is never negative and the crystal is preferred throughout.

If \(G<Mf^2\), coherent strain costs more per volume than disorder, and \(D\) first falls. Its minimum is where \(G=K^2/(4Mt^2)\), at \(t_{\min}=K/(2\sqrt{MG})\), which exceeds \(t_m\) because \(\sqrt{G/M}<f\). There

\[
D_{\min}=Gt_{\min}+\frac{K^2}{4Mt_{\min}}-B
=\frac K2\sqrt{\frac GM}+\frac K2\sqrt{\frac GM}-B
=K\sqrt{\frac GM}-B .
\]

An amorphous window therefore requires both

\[
G<Mf^2\quad\text{and}\quad B>K\sqrt{G/M}.
\]

Since \(S<0\) means \(B<Kf\), the second condition already implies the first. The window's upper end is the larger root of the quadratic in Section 6. Its lower end is the smaller root if \(D(t_m)\ge0\), and \(-S/(Mf^2-G)\) otherwise.

Take \(f=0.08\) and a smaller bulk penalty, \(0.05\) eV per formula unit. Then \(G=0.200\) and \(Mf^2=1.71\), both in \(\mathrm{J/m^2}\) per nm, and the threshold for \(B\) is \(0.274\ \mathrm{J/m^2}\). At this misfit the coherent stress \(Mf\) is 21 GPa, about a tenth of Young's modulus, and \(t_m=0.23\) nm is smaller than \(b\), so the numbers illustrate the formulas rather than a real film.

- For \(S=-0.40\ \mathrm{J/m^2}\), \(B=0.40\ \mathrm{J/m^2}\) and a window exists. Here \(D(t_m)=0.05\ \mathrm{J/m^2}>0\), so both ends are roots of the quadratic: \(0.27\) and \(1.73\) nm. The lower end is smaller than \(b\), about one atomic layer, where continuum elasticity and a constant \(w\) are at best indicative.
- For \(S=-0.55\ \mathrm{J/m^2}\), \(B=0.25\ \mathrm{J/m^2}\) and there is no window. The smallest \(D\) is \(+0.024\ \mathrm{J/m^2}\), so an equally small error in \(B\) could reverse the verdict.

Both outcomes hold for constant \(w=1.5\) nJ/m and depend strongly on that choice. With the isolated-line \(w(t)\) of Section 7 the first window becomes \(0.49\) to \(5.7\) nm and the second case acquires one, \(0.88\) to \(4.35\) nm; with the array expression neither case has a window for \(t\ge b\).

In the second case the fully relaxed crystal has the higher boundary energy, since \(B>0\). Using that energy at all thicknesses would predict an amorphous film up to \(B/G=1.25\) nm. But at this thickness relaxation is incomplete: the crystal's misfit energy is below \(Kf\) by \(K^2/(4Mt)\approx0.075\ \mathrm{J/m^2}\), and \(D\) is positive by that amount.

A search over whole numbers of dislocations on a large square patch tests these formulas, including both coherent and relaxed lower ends and the absence of a window.

## 9. A limit for uniform films

The crossing compares two uniform films. It does not establish the equilibrium of a film free to redistribute its oxide. Subtract the common terms, so that the amorphous energy is \(Gt\) and the crystalline energy is \(S+R(t)\). At \(t^*\) both equal \(0.807\ \mathrm{J/m^2}\). Let half the area become amorphous with thickness \(t^*-\delta\), and half crystalline with \(t^*+\delta\). The mean energy is

\[
\tfrac12G(t^*-\delta)+\tfrac12[S+R(t^*+\delta)]
=Gt^*-\tfrac12\delta D'(t^*)+O(\delta^2).
\]

At the upper crossing \(D'(t^*)>0\), so a small separation lowers the energy before boundaries between the areas are counted. For \(\delta=t^*/2\) in the main example, the mean is \(0.621\ \mathrm{J/m^2}\), lower by \(0.186\). The instability is not confined to \(t^*\): a crystal costs at most \(B\) per area however thick it is, so gathering oxide into thick crystal on a small enough fraction of the area lowers the energy of a uniform amorphous film of any thickness. In the example \(2\gamma_\varphi-W_\varphi\) is also positive for both phases, \(0.30\) and \(0.80\ \mathrm{J/m^2}\), so neither film wets the bare substrate: half bare surface and half crystal of thickness \(2t^*\) gives \(0.277\ \mathrm{J/m^2}\) on the same scale.

For stripes of width \(L\) and edge energy \(\eta\) per length, the edges cost \(\eta/L\) per area, which becomes small for wide stripes. The uniform comparison is thus appropriate when lateral transport is too slow for such separation. Layered films, with crystal above or below an amorphous layer, need an additional interface energy and are also outside the comparison. Nor does \(t^*\) give the thickness at which a growing film crystallizes: nucleation barriers can preserve the amorphous form beyond it.

The numerical output below gives the inputs and intermediate values.

## Values computed for the example and the checks

```
PLANE-SUM TEST
crossing from explicit sums: 5.6406 layers
crossing from excess/bulk formula: 5.6406 layers
COMMON INPUTS
shear modulus: 80.0 GPa
Poisson ratio: 0.25 (no unit)
Burgers length b: 0.30 nm
line energy w: 1.50 nJ/m
crystal volume per formula unit: 0.040 nm^3
amorphous volume per formula unit: 0.046 nm^3
biaxial modulus M: 266.67 GPa
K = 2w/b: 10.00 J/m^2
MAIN EXAMPLE
bulk penalty per formula unit: 0.20 eV
misfit f: 0.04 (no unit)
surface energy, crystal: 1.20 J/m^2
surface energy, amorphous: 0.90 J/m^2
work of adhesion, coherent crystal: 1.60 J/m^2
work of adhesion, amorphous: 1.50 J/m^2
bulk penalty G: 0.8011 J/m^2 per nm
amorphous advantage S: 0.5000 J/m^2
coherency limit t_m: 0.4687 nm
coherent strain energy M f^2: 0.4267 J/m^2 per nm
B = S + K f: 0.9000 J/m^2
lower bound S/G: 0.6242 nm
upper bound B/G: 1.1235 nm
critical crystal-equivalent thickness t*: 1.0073 nm
critical amorphous thickness: 1.1584 nm
critical oxide amount: 25.18 formula units/nm^2
misfit energy R(t*): 0.3069 J/m^2
bulk penalty G t*: 0.8069 J/m^2
residual crystal strain at t*: 0.01861 (no unit)
dislocation spacing at t*: 14.03 nm
t* with logarithmic line energy: 1.0504 nm
uniform-film energy at t* (common zero): 0.8069 J/m^2
half 0.5t* amorphous, half 1.5t* crystal: 0.6207 J/m^2
CASES WITH S < 0
bulk penalty per formula unit: 0.05 eV
misfit f: 0.08 (no unit)
bulk penalty G: 0.2003 J/m^2 per nm
coherent strain energy M f^2: 1.7067 J/m^2 per nm
coherency limit t_m: 0.2344 nm
threshold K sqrt(G/M) for B: 0.2740 J/m^2
window case S: -0.40 J/m^2
window case B: 0.4000 J/m^2
window lower end, crystal-equivalent: 0.2712 nm
window upper end, crystal-equivalent: 1.7261 nm
no-window case S: -0.55 J/m^2
no-window case B: 0.2500 J/m^2
no-window misleading estimate B/G: 1.2483 nm
no-window smallest D: 0.0240 J/m^2
```
